\section*{How purity sets the low-temperature thermal conductivity peak of a metal, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

The electrons of a pure metal carry heat at temperatures $T$ well below the Debye temperature $\theta$. Lattice conduction is neglected, and scattering by the sample boundary is counted with the static defects. The thermal resistivity $W=1/\kappa$ is taken as
\begin{equation}
W(T)=\frac{A}{T}+BT^2 ,
\label{eq:W}
\end{equation}
where the first term comes from static defects and the second from phonons. The residual resistance ratio is $\mathrm{RRR}=\rho(273\,\mathrm{K})/\rho_0$, with $\rho_0$ the electrical resistivity at $T\to0$, and $\rho(273\,\mathrm{K})=\rho_0+\rho_{\rm ph}$ with $\rho_{\rm ph}$ independent of purity.

(a) Relate $A$ to $\rho_0$ and justify the two powers of $T$. (b) Find the temperature $T_m$ and the height $\kappa_{\max}$ of the conductivity peak as functions of RRR. (c) Evaluate them for copper (one conduction electron per atom) with the rough sizes $\rho_{\rm ph}\approx1.5\times10^{-8}\,\Omega\,$m, $B\approx2.5\times10^{-7}$ m\,W$^{-1}$K$^{-1}$, $\theta\approx340$ K and $E_F\approx7$ eV. (d) Decide how far the form (\ref{eq:W}) can be trusted at the peak. SI units are used.

\section{First estimate by scaling}

Kinetic theory gives $\kappa\sim Cv^2\tau/3$, with electronic heat capacity $C\propto T$, Fermi speed $v$ and relaxation time $\tau$, so $W\propto1/(T\tau)$. Static defects give a rate independent of $T$, hence $W\propto1/T$. The same rate fixes $\rho_0$, so $A$ is $\rho_0$ divided by a constant of order $(k/e)^2$; the next section shows that it is $L_0=\pi^2k^2/3e^2$. Thermal phonons have wave numbers $q\propto T$. Those that can scatter an electron to another state near the Fermi surface fill a patch of area $\propto q^2\propto T^2$, and the squared coupling grows as $q$ (shown below), so the collision rate grows as $T^3$. A typical collision changes the electron energy by a few $kT$, more than the excess energy of order $kT$ that the electron carries, so the rate $\propto T^3$ is expected to act in full and $W\propto T^2$.

The peak lies near the temperature $T_*$ at which the two terms are equal:
\begin{equation}
T_*=\left(\frac{A}{B}\right)^{1/3},\qquad \kappa(T_*)=\frac{T_*}{2A}=\tfrac12A^{-2/3}B^{-1/3}.
\label{eq:est}
\end{equation}
From the definitions, $\mathrm{RRR}=1+\rho_{\rm ph}/\rho_0$, so
\begin{equation}
\rho_0=\frac{\rho_{\rm ph}}{\mathrm{RRR}-1},
\label{eq:rho0}
\end{equation}
and the estimate predicts $T_*\propto(\mathrm{RRR}-1)^{-1/3}$ and a height $\propto(\mathrm{RRR}-1)^{2/3}$. For $\mathrm{RRR}=100$, $\rho_0=1.5\times10^{-8}/99=1.515\times10^{-10}\,\Omega\,$m, and with $L_0=2.4430\times10^{-8}$ W\,$\Omega$\,K$^{-2}$ one has $A=6.202\times10^{-3}$ m\,K$^2$W$^{-1}$. Then $T_*=(6.202\times10^{-3}/2.5\times10^{-7})^{1/3}\approx29$ K and $\kappa(T_*)\approx2.4\times10^{3}$ W\,m$^{-1}$K$^{-1}$.

\section{Exact solution}

\subsection{Resistivities as minima of a quadratic form}

The electrons have charge $-e$ and a spherical Fermi surface; the density of states per volume $N$ (both spins) and the speed $v$ are taken constant over the thermal shell. Let $\eta=(\varepsilon-\mu)/kT$, $f_0=1/(e^\eta+1)$ and $w=-df_0/d\eta=f_0(1-f_0)=1/[4\cosh^2(\eta/2)]$. Write $f=f_0+w\Phi_{\mathbf k}/kT$, which to first order means $f/(1-f)=e^{-\eta+\Phi/kT}$. With transition rates $\mathcal W$, the net flow from $\mathbf k$ to $\mathbf k'$ is $(1-f)(1-f')[\mathcal W_{kk'}f/(1-f)-\mathcal W_{k'k}f'/(1-f')]$. If the scatterers are in equilibrium, detailed balance makes $P_{kk'}=\mathcal W_{kk'}f_0(1-f_0')$ symmetric, and the flow is $P_{kk'}(\Phi-\Phi')/kT$. The drift and force terms acting on $f_0$ follow from $\nabla\eta=-[\nabla\mu+(\varepsilon-\mu)\nabla T/T]/kT$ and $\hbar\dot{\mathbf k}=-e\mathbf E$. With all gradients along $z$, $\vartheta$ the polar angle of $\mathbf k$ and $e\mathcal E=eE+\partial_z\mu$,
\begin{equation}
\frac{w}{kT}\,v\cos\vartheta\,\left[e\mathcal E+k\eta\,\partial_zT\right]=-\frac1{kT}\sum_{\mathbf k'}P_{kk'}(\Phi-\Phi').
\end{equation}
By isotropy $\Phi=\phi(\eta)\cos\vartheta$. Multiply by any $\Psi=\psi(\eta)\cos\vartheta$ and sum over $\mathbf k$ per volume. On the left $\sum_{\mathbf k}\to NkT\int d\eta$ and $\langle\cos^2\vartheta\rangle=1/3$; on the right the symmetry of $P$ allows $\Psi\to(\Psi-\Psi')/2$:
\begin{equation}
\frac{Nv}{3}\int w\psi\,[e\mathcal E+k\eta\,\partial_zT]\,d\eta=-\tilde Q[\psi,\phi],\quad
\tilde Q=\frac1{2kT}\sum_{\mathbf k\mathbf k'}P(\Psi-\Psi')(\Phi-\Phi').
\label{eq:weak}
\end{equation}
The currents are $j=-e(Nv/3)\int w\phi$ and $j_Q=kT(Nv/3)\int w\eta\phi$. Define $Q[\phi]=\tilde Q[\phi,\phi]/(eNv/3)^2$. For $\partial_zT=0$, the choice $\psi=\phi$ gives $\tilde Q=\mathcal Ej$, so $\rho=\mathcal Ej/j^2=Q/(\int w\phi)^2$. The kernels below are unchanged under $\eta,\eta'\to-\eta,-\eta'$, so a temperature gradient produces an odd $\phi$, and $j=0$ holds with $\mathcal E=0$. Then $\tilde Q=-j_Q\partial_zT/T$ and $W=-\partial_zT/j_Q=T\tilde Q/j_Q^2=e^2Q/[k^2T(\int w\eta\phi)^2]$.

Both ratios are minima. For the true solution $\phi_*$, (\ref{eq:weak}) reads $Q[\psi,\phi_*]=c\,b(\psi)$, with $b$ the integral in the denominator and $c$ a constant. Since $P\ge0$, the Cauchy--Schwarz inequality gives $c^2b(\psi)^2\le Q[\psi]Q[\phi_*]$, and $Q[\phi_*]=c\,b(\phi_*)$ turns this into $Q[\psi]/b(\psi)^2\ge Q[\phi_*]/b(\phi_*)^2$. Hence
\begin{equation}
\rho=\min_\phi\frac{Q[\phi]}{(\int w\phi)^2},\qquad
WTL_0=\frac{\pi^2}{3}\min_\phi\frac{Q[\phi]}{(\int w\eta\phi)^2}.
\label{eq:var}
\end{equation}

One integral supplies all the moments needed. Let $I(a,c)=\int e^{iau}du/(\cosh u+\cosh c)$. Under $u\to u+2\pi i$ the integrand is multiplied by $e^{-2\pi a}$, and the strip between the two lines contains the poles $u=i\pi\pm c$, where the derivative of the denominator is $\mp\sinh c$. The residue theorem gives $(1-e^{-2\pi a})I=2\pi i\,e^{-\pi a}(e^{-iac}-e^{iac})/\sinh c$, that is
\begin{equation}
I=\frac{2\pi\sin ac}{\sinh c\,\sinh\pi a}=\frac{2c}{\sinh c}\left[1-\frac{a^2}{6}(\pi^2+c^2)+\dots\right].
\label{eq:I}
\end{equation}
Comparison with $e^{iau}=1+iau-a^2u^2/2+\dots$ gives $\langle u^2\rangle=(\pi^2+c^2)/3$ in this weight. At $c=0$ the weight is $2w$, so $\int we^{ia\eta}=\pi a/\sinh\pi a=1-\pi^2a^2/6+7\pi^4a^4/360-\dots$, and $\int w=1$, $m_2=\int w\eta^2=\pi^2/3$, $m_4=\int w\eta^4=7\pi^4/15$.

\subsection{Static defects}

Elastic scattering has $P\propto w\,\delta(\varepsilon-\varepsilon')$, so $\phi'=\phi$ and $Q_0=\gamma\int w\phi^2$. Cauchy--Schwarz gives $(\int w\phi)^2\le\int w\phi^2$, with equality at $\phi=1$, so $\gamma=\rho_0$. Likewise $(\int w\eta\phi)^2\le m_2\int w\phi^2$, with equality at $\phi=\eta$, so $W_0TL_0=(\pi^2/3)\rho_0/m_2=\rho_0$. This is the Wiedemann--Franz law, and
\begin{equation}
A=\rho_0/L_0 .
\end{equation}
The neglected energy dependence is estimated by letting $Nv^2\tau\propto\varepsilon^s$. Each energy decouples, $\phi\propto-\tau v[e\mathcal E+k\eta\partial_zT]$, and with $K_n=\int w\eta^n(1+\xi\eta)^s$, $\xi=kT/\mu$, the currents are $j\propto e(K_0e\mathcal E+K_1k\partial_zT)$ and $j_Q\propto-kT(K_1e\mathcal E+K_2k\partial_zT)$ with a common factor. Eliminating $\mathcal E$ by $j=0$ gives $L=\kappa\rho/T=(k/e)^2(K_0K_2-K_1^2)/K_0^2$. To order $\xi^2$, with $p=s(s-1)/2$, $K_0=1+p\xi^2m_2$, $K_1=s\xi m_2$ and $K_2=m_2+p\xi^2m_4$, so
\begin{equation}
\frac{L}{L_0}-1=\xi^2\left[p\left(\frac{m_4}{m_2}-m_2\right)-s^2m_2\right]=\pi^2\xi^2\left[\frac{8s(s-1)}{15}-\frac{s^2}{3}\right].
\end{equation}
At the peak found below for $\mathrm{RRR}=100$, $\xi=2.85\times10^{-4}$, and for free electrons with a constant free path ($s=1$) the correction is $-2.7\times10^{-7}$.

\subsection{Phonons}

The Bloch model has longitudinal Debye phonons in equilibrium, $\omega=c_sq$ up to $\hbar c_sq_D=k\theta$, and no umklapp. The coupling is a constant times the dilation $\nabla\cdot\mathbf u$; a mode has amplitude $\propto\omega^{-1/2}$, so $|M_q|^2\propto q^2/\omega\propto q$. Counting modes and electrons, $q_D^3=6\pi^2n_a$ and $k_F^3=3\pi^2Zn_a$ for $n_a$ atoms per volume, so $(q_D/k_F)^2=(2/Z)^{2/3}\equiv\lambda$, which is $1.5874$ for $Z=1$ and keeps $q_D<2k_F$.

With $x=\eta'-\eta>0$ the golden rule for absorption gives $P\propto|M_q|^2f_0(1-f_0')\,n\,\delta(kTx-\hbar c_sq)$, $n=1/(e^x-1)$; emission is the same pair read backwards. Writing each factor in hyperbolic form, the exponentials $e^{-\eta/2}e^{\eta'/2}e^{-x/2}$ cancel:
\begin{equation}
S=\frac1{8\cosh\frac\eta2\cosh\frac{\eta'}2\sinh\frac{|x|}2}=\frac1{4\sinh\frac{|x|}2\,(\cosh u+\cosh\frac x2)},\quad u=\frac{\eta+\eta'}2 .
\end{equation}
The change of $|\mathbf k|$ is $\omega/v=qc_s/v\ll q$, so the scattering angle $\alpha$ obeys $q^2=2k_F^2(1-\cos\alpha)$ and $|d\cos\alpha|=q\,dq/k_F^2$. The angular integral is $\int q\,dq\;q\,\delta(kT|x|-\hbar c_sq)\propto T^2x^2$. The two energy integrals give $T^2$ and the prefactor of $\tilde Q$ gives $1/T$, in all $T^3$. Averaging over orientation at fixed $\alpha$, $\langle(\Phi-\Phi')^2\rangle=\frac13[\phi^2+\phi'^2-2\phi\phi'\cos\alpha]=\frac13[(\phi-\phi')^2+\phi\phi'q^2/k_F^2]$. With $t=T/\theta$, $q=q_Dt|x|$ and all constants gathered in $g$,
\begin{equation}
Q_{\rm ph}=gt^3\iint_{|x|<1/t}d\eta\,d\eta'\,x^2S\left[(\phi-\phi')^2+\lambda t^2x^2\phi\phi'\right].
\label{eq:Qph}
\end{equation}
The first term measures the change of energy, the second the change of direction. By (\ref{eq:I}) with $c=|x|/2$, $\int S\,du=|x|/[4\sinh^2(x/2)]$, and $\langle\eta\eta'\rangle=\langle u^2\rangle-x^2/4=\pi^2/3-x^2/6$. Define $J_n(z)=\int_0^zx^n\,dx/[4\sinh^2(x/2)]$. Since $1/[4\sinh^2(x/2)]=\sum_mme^{-mx}$, $J_5(\infty)=5!\,\zeta(5)=124.431$. Each $x$ integral below counts both signs, a factor 2.

The trial function $\phi=1$ removes the first term and gives the Bloch--Gr\"uneisen form, an upper bound on the model resistivity:
\begin{equation}
\rho_i=2g\lambda t^5J_5(1/t)\equiv4Rt^5J_5(1/t),\qquad g=2R/\lambda .
\end{equation}
For $t\gg1$, $J_5\to t^{-4}/4$ and $\rho_i\to Rt$. The trial function $\phi=\eta$ has $(\phi-\phi')^2=x^2$ and denominator $m_2^2$, so $W_iTL_0\le(3/\pi^2)\,2gt^3[J_5+\lambda t^2(\pi^2J_5/3-J_7/6)]$. The bound is written $B_{\rm var}T^2s(t)$, with
\begin{align}
B_{\rm var}&=\frac{12J_5(\infty)}{\pi^2\lambda}\frac{R}{L_0\theta^3}=95.3\,\frac{R}{L_0\theta^3},\\
s(t)&=\frac{J_5(1/t)}{J_5(\infty)}\left[1+\frac{\pi^2}{3}\lambda t^2\left(1-\frac{J_7}{2\pi^2J_5}\right)\right],\qquad s(0)=1 .
\end{align}
Dividing the two trial values gives $W_iTL_0/\rho_i=1+3/(\pi^2\lambda t^2)-J_7/(2\pi^2J_5)$. Because $J_7/J_5\le t^{-2}$, this tends to 1 for $t\gg1$, where collisions are nearly elastic and the Wiedemann--Franz law returns. For $t\ll1$ the energy-change term dominates: small-angle collisions hardly affect the charge current but relax the heat current, which is why $W_i\propto T^2$ and not $\rho_i/(L_0T)\propto T^4$. At $t=0.05$ the trial values give $L/L_0=0.013$ for the pure metal; the trial function overestimates $W_i$ by the factor $1/r$, $r=0.661$, found below, and $\rho_i$ by only about 3\%, so the value for the model is close to $0.02$.

\subsection{The peak}

For the form (\ref{eq:W}), $dW/dT=-A/T^2+2BT$ vanishes only at $T_m^3=A/2B$, where $d^2W/dT^2=2A/T_m^3+2B=6B>0$, so $\kappa$ has its maximum there. At this point $A/T_m=2BT_m^2$: defects supply two thirds of $W$, and $W(T_m)=3BT_m^2=3A/2T_m$. With $A=\rho_0/L_0$ and (\ref{eq:rho0}),
\begin{align}
T_m&=\left(\frac{\rho_{\rm ph}}{2L_0B}\right)^{1/3}(\mathrm{RRR}-1)^{-1/3},\label{eq:Tm}\\
\kappa_{\max}&=\frac1{3BT_m^2}=\frac1{3B}\left(\frac{2L_0B}{\rho_{\rm ph}}\right)^{2/3}(\mathrm{RRR}-1)^{2/3}.\label{eq:km}
\end{align}
Replacing $\mathrm{RRR}-1$ by RRR lowers $T_m$ by a fraction $1/(3\,\mathrm{RRR})$ and raises $\kappa_{\max}$ by $2/(3\,\mathrm{RRR})$, to first order. The product $\kappa_{\max}T_m^2=1/3B$ does not depend on purity. With $y=T/T_m$ and $B=A/2T_m^3$, $W=(A/T_m)(2+y^3)/2y$, so all curves share the shape
\begin{equation}
\frac{\kappa}{\kappa_{\max}}=\frac{3y}{2+y^3},
\label{eq:shape}
\end{equation}
with half height at the roots $y=0.340$ and $2.262$ of $y^3-6y+2=0$. The Lorenz ratio at the peak is $\kappa_{\max}(\rho_0+\rho_i)/(L_0T_m)=\frac23(1+\rho_i/\rho_0)$ if the electrical resistivities add.

For the form (\ref{eq:W}), with $A=\rho_0/L_0$, the peak temperature varies as $(\mathrm{RRR}-1)^{-1/3}$ and the peak height as $(\mathrm{RRR}-1)^{2/3}$. It remains to evaluate them for copper and to decide how far that form can be trusted at the peak.

All numerical values are calculated from the stated model.
